Time-integrated interstitial excess near a long implanted window in silicon

Ion implantation leaves silicon with excess self-interstitials. During the anneal they wander through the crystal, speed up the diffusion of dopants such as boron, and disappear at the surface. This is transient enhanced diffusion. The problem asks how much of it reaches a point at some distance from the implanted area.

Silicon fills the half-space y > 0, with y the depth. The implanted window is the strip −a < x < a, very long in the z direction, so nothing depends on z. Each unit area of the window releases Q excess interstitials at depth d. The interstitial concentration is C_I, its equilibrium value is C_I*, and the excess is c = C_I − C_I*. The diffusivity D_I is uniform. The surface is a perfect sink, meaning c = 0 at y = 0 at all times, both inside and outside the window. The bulk has no permanent sinks until part (f). The quantity of interest is

S(x,y) = ∫₀^∞ c(x,y,t) dt.

**(a) Find the equation obeyed by S. Does S depend on how fast the interstitials are released, or on traps that hold them for a while?**

Let g(x,y,t) be the release rate per unit volume and m the excess concentration held in reversible traps. Free and trapped interstitials are conserved together, but only the free ones move:

∂(c + m)/∂t = D_I ∇²c + g.

Integrate over all time. The left side gives the final value of c + m minus its initial value. Both are zero if the anneal starts with free and trapped populations at equilibrium and lasts until they have returned to it. Define N(x,y) = ∫₀^∞ g dt, the total number released per unit volume. Then

0 = D_I ∇²S + N,

D_I ∇²S = −N, with S = 0 at y = 0.

Neither the timing of the release nor the reversible traps appear. Slow dissolution of defect clusters lowers the excess but prolongs it, with the same S. A sudden release is the limiting case of a very short g.

The integral converges. Long after a sudden release, the window acts as a line source of strength 2aQ per unit length, with spreading factor 1/(4πD_I t). The sink subtracts an identical source reflected above the surface, which leaves the factor yd/(D_I t). Hence c ≈ 2aQyd/(4πD_I²t²), whose tail has a finite integral.

**(b) Find S for a single line source of strength q per unit length at (x′, d).**

Without a surface, all q interstitials must cross any circle of radius R around the line:

2πR (−D_I dS/dR) = q,

S = −(q/2πD_I) ln R + constant.

To make S vanish at y = 0, add a line of strength −q at the mirror position (x′, −d). It lies outside the silicon, so it adds no source inside. With R₋ the distance to the source and R₊ the distance to the image,

S = (q/2πD_I) ln(R₊/R₋).

On the surface R₊ = R₋, so S = 0 there. Far away the ratio tends to 1, so S also vanishes at infinity. The difference of two such solutions would satisfy Laplace's equation with zero on every boundary, and would therefore be zero. The solution is unique.

Let ρ² = (x − x′)² + y², the squared distance to the surface point above the source. Then

R∓² = (x − x′)² + (y ∓ d)² = ρ² + d² ∓ 2yd.

With v = 2yd/(ρ² + d²),

ln(R₊/R₋) = ½ ln[(1 + v)/(1 − v)] = artanh v.

**(c) Show that, far from the window compared with the source depth, S is proportional to the angle θ that the window subtends at (x,y).**

For ρ ≫ d, v is small, so artanh v ≈ v ≈ 2yd/ρ². A strip of width dx′ has q = Q dx′ and contributes

dS = (Q dx′/2πD_I)(2yd/ρ²) = (Qd/πD_I) y dx′/ρ².

Measure the direction from (x,y) to the surface point x′ by the angle φ from the vertical, so that tan φ = (x′ − x)/y. Differentiating,

dφ = (dx′/y)/[1 + (x′ − x)²/y²] = y dx′/ρ².

This is the last factor of dS. Summing from one edge to the other gives

S = Q d θ/(πD_I),

θ = arctan[(a − x)/y] + arctan[(a + x)/y],

with θ in radians. "Far" refers to the distance from the nearest part of the window measured against d. The window itself may be wide or narrow.

The physical reason is the sink. A buried source and its negative image form a dipole normal to the surface. Its field falls as 1/ρ and carries a factor y/ρ for the oblique view. The same two factors set the angle that a small piece of surface subtends. A layer released over a range of depths gives the same law with d its mean depth, because each contribution is linear in depth to leading order. This requires the same depth profile across the window and all depths small compared with ρ.

**(d) Examine a very wide window and a very distant point, and find the curves of constant S.**

Beneath a very wide window θ → π, so S = Qd/D_I. A one-dimensional argument gives the same value. In time integral, all interstitials leave through the surface, so between surface and source D_I dS/dy = Q and S rises from 0 to Qd/D_I. Below the source there is no net flux, and S stays constant.

At a distance r = √(x² + y²) ≫ a, each ρ is close to r, and

θ ≈ 2ay/r²,  S ≈ 2aQdy/(πD_I r²).

Straight down this falls as 1/y. At fixed depth, far to the side, it falls as 1/x².

For the curves, add the two arctangents with the tangent rule:

tan θ = (2a/y)/[1 − (a² − x²)/y²] = 2ay/(x² + y² − a²).

Rearranging and completing the square,

x² + y² − 2ay cot θ = a²,

x² + (y − a cot θ)² = a²(1 + cot²θ) = a²/sin²θ.

These are circular arcs through both window edges. Two points on one arc receive the same S in the far field, although one may lie beneath the window and the other well to its side.

**(e) How large is the error caused by the finite source depth?**

Set u = d/ρ and s = y/ρ ≤ 1. The ratio of the full contribution of a strip to its far-field form is

artanh(v)/(2su), with v = 2su/(1 + u²).

Write it as [artanh(v)/v]/(1 + u²). Since artanh(v)/v = 1 + v²/3 + … is at least 1 and grows with v, the ratio is at least 1/(1 + u²), and it is largest at s = 1. There

artanh[2u/(1 + u²)] = ½ ln[(1 + u)²/(1 − u)²] = 2 artanh u,

so the largest ratio is artanh(u)/u. All contributions are positive, and the bounds widen as u grows. For the whole window, therefore,

1/(1 + u²) ≤ S/(Qdθ/πD_I) ≤ artanh(u)/u,

where u = d/ρ_min < 1 and ρ_min is the distance to the nearest window point.

The leading correction follows from a Taylor series. With X = x − x′ and L(y) = ½ ln(X² + y²),

ln(R₊/R₋) = L(y + d) − L(y − d) = 2[d L′ + (d³/6) L‴ + …].

Since L′ = y/ρ², whose integral over the window is θ,

S = (Q/πD_I)[dθ + (d³/6) ∂²θ/∂y² + …].

The correction is of relative order (d/ρ)² and can have either sign.

**(f) What changes if the surface is an imperfect sink, if the bulk has permanent traps, or if vacancies take part?**

Imperfect surface. Let the surface condition be c = h ∂c/∂y, where the length h is zero for a perfect sink. Its time integral is S = h ∂S/∂y. Define F = S − h ∂S/∂y. Then F = 0 at the surface, and

D_I ∇²F = −(N − h ∂N/∂y).

F is thus a perfect-sink solution with a modified source. By part (c), its far field depends on the first depth moment of that source. Per unit window area, integration by parts gives

∫ y(N − h ∂N/∂y) dy = Qd + h∫N dy = Q(d + h).

The boundary terms vanish because N is zero at the surface and deep in the crystal. Therefore

F ≈ Q(d + h)θ/(πD_I).

Since S = F + h ∂S/∂y, the difference between S and F is set by ∂θ/∂y. The depth derivative of y/ρ² is [(x − x′)² − y²]/ρ⁴, whose size is at most 1/ρ². Summed over the window, this gives |∂θ/∂y| ≤ θ/y, so S differs from F by a relative amount of at most about h/y. At far points whose depth is also much greater than h, the angle law therefore survives to leading order with d replaced by d + h. Just below the surface beside the window it fails, because S no longer vanishes at y = 0.

Permanent traps. If free interstitials are lost at the rate D_I c/λ², the time integral obeys

D_I ∇²S − (D_I/λ²)S = −N.

Losses then become important at distances comparable with λ, and the angle law fails there.

Vacancies. Let R be the net rate of recombination with vacancies, whose concentration is C_V and diffusivity D_V. Apart from reversible traps,

∂C_I/∂t = D_I ∇²C_I + g − R,

∂C_V/∂t = D_V ∇²C_V − R.

Subtracting removes R, although R is nonlinear. If both species start and end at equilibrium and are held there at the surface, then with S_V = ∫(C_V − C_V*) dt,

D_I S − D_V S_V = Qdθ/π

in the far field. A vacancy deficit makes S_V negative and lowers S. Because C_V cannot fall below zero, a deficit lasting no longer than the anneal time T lowers D_I S by at most D_V C_V* T.

**(g) Evaluate the law for a window 2 µm wide. What does it imply for a buried boron marker?**

Take round parameters in the regime of silicon implanted with silicon and annealed near 1073 K. All are rough typical values:

Q = 2×10¹³ cm⁻², d = 0.10 µm = 1×10⁻⁵ cm
D_I = 2×10⁻⁷ cm²/s, C_I* = 5×10⁹ cm⁻³
D_B* = 4×10⁻¹⁷ cm²/s for boron at equilibrium
release time 100 s, anneal time 600 s

The prefactor is

Qd/(πD_I) = (2×10¹³ × 1×10⁻⁵)/(π × 2×10⁻⁷) = 3.18×10¹⁴ s cm⁻³ per radian.

Consider three points, with a = 1 µm:

A: x = 0, y = 1 µm; θ = 2 arctan 1 = 90° = 1.571 rad
B: x = 1.414 µm, y = 1 µm; θ = 45° = 0.785 rad
C: x = 0, y = 2.414 µm; θ = 45° = 0.785 rad

B and C lie on the arc with centre (0, 1 µm) and radius 1.414 µm. The law gives

S = 5.0×10¹⁴ s cm⁻³ = 5.0×10²⁰ s m⁻³ at A,
S = 2.5×10¹⁴ s cm⁻³ = 2.5×10²⁰ s m⁻³ at B and C.

Dividing by C_I* gives 1.0×10⁵ s at A and 5.0×10⁴ s at B and C. These are the extra times for which boron would have to diffuse at equilibrium to move as much. At A, spread over the release time of 100 s, the mean excess is about 1000 times C_I*.

Suppose that the boron is dilute and moves by means of interstitials, so that its diffusivity is D_B* C_I/C_I*. Its extra diffusion is then

Δ(Dt) = D_B* ∫(C_I/C_I* − 1) dt = D_B* S/C_I*,

which is also proportional to θ. At A it is 4×10⁻¹⁷ × 1.0×10⁵ = 4.0×10⁻¹² cm². The corresponding spread √(2Δ(Dt)) is 28 nm, and at B and C it is 20 nm. Halving the angle reduces the spread by √2. Without any excess, the 600 s anneal gives 2.2 nm.

This treats S as uniform across the marker. The gradient of S can also shift the marker by a distance of order D_B*|∇S|/C_I*, which is about 0.3 nm at A and small beside the spread.

**(h) How far can these numbers be trusted?**

Source depth. Numerical integration of the image solution over the window gives 1.0011 times the angle law at A, 0.9989 at B and 1.0004 at C. The series in (e) accounts for the signs. At A, ∂²θ/∂y² = 4ay/(a² + y²)² = 1 µm⁻², so the relative correction is 0.01/(6 × 1.571) = +0.11%. At B the same derivative is −0.5 µm⁻², and the correction is −0.11%. Close to the edge the law is poorer: at x = 1.15 µm, y = 0.10 µm the ratio is 0.92.

Straggle. A full Gaussian spread of 0.03 µm in both depth and lateral position, including its small tail above the surface, changes S at A and B by less than 0.001%. This follows from the equality of the two spreads. As a function of source position, ln(R₊/R₋) satisfies Laplace's equation, so its average over a circle that does not reach the observation point equals its value at the centre. Unequal spreads would not cancel in this way. In a real profile the tail is cut off at the surface. With Q fixed, this raises the mean depth, and with it S, by about 0.05%.

Surface. For h = 0.01 µm, a Fourier solution along x gives increases of 9.3% at A and 10.0% at B, against h/d = 10%. The next term, h ∂S/∂y, explains the difference. At A, ∂θ/∂y = −1 µm⁻¹, which lowers S by the fraction 0.01/1.571 = 0.6%. At B, where the arc runs vertically, ∂θ/∂y = 0.

Permanent traps. With λ = 10 µm the same method gives reductions of 1.8% at A and 3.1% at B. These figures assume traps that never fill. For such traps of density N_t and capture radius r_t, 1/λ² = 4πr_tN_t, so with r_t = 0.5 nm this λ corresponds to about 2×10¹² cm⁻³. With λ = 1 µm, or about 2×10¹⁴ cm⁻³, the reductions would be 45% at A and 58% at B, and the angle law would fail.

Each trap would then have to capture D_I S/(λ²N_t) = 4πr_tD_I S interstitials, which at A is about 60 for λ = 10 µm and 35 for λ = 1 µm. A trap that can hold only one soon fills, and at these densities the loss is much smaller. If all traps start empty, and the few equilibrium interstitials that they also capture are neglected, the number captured per unit volume is N_t[1 − exp(−4πr_tD_I S)], which replaces D_I S/λ² in the equation for S. Solved numerically for the density that belongs to λ = 1 µm, this gives reductions of about 6% at A and 12% at B. The deeper point C loses about 25%, so B and C no longer receive the same S. Filling does not rescue the angle law when traps are plentiful. With 10¹⁶ cm⁻³ of such traps, a level that carbon can reach in real silicon, and the same capture radius, the reductions are roughly 70% at A, 95% at B and more than 99% at C.

Window length. Let the window extend from −b to b in z, with b = 25 µm, and take points in its middle plane. Integrating the three-dimensional dipole field along z multiplies each strip's contribution by b/√(b² + ρ²) ≈ 1 − ρ²/(2b²). Weighted with y dx′/ρ², the fractional loss is

(1/θ) ∫ [ρ²/(2b²)] y dx′/ρ² = ay/(b²θ),

or 0.10% at A and 0.20% at B.

Anneal time. If the release rate decays exponentially with the time constant 100 s, a fraction e⁻⁶ = 0.25% is still unreleased after 600 s. Numerical time integration, which includes the diffusion delay, gives a loss of 0.25% at A and 0.26% at B. The delay is negligible only because D_I is large. Reversible traps can lower the effective diffusivity by orders of magnitude. With an effective value of 2×10⁻¹⁰ cm²/s the loss after 600 s would be about 4% at A, 7% at B and 15% at C, and with 2×10⁻¹¹ cm²/s about 28%, 45% and 78%.

Vacancies. For D_V C_V* = 1×10³ cm⁻¹ s⁻¹, the bound in (f) is 6×10⁵ cm⁻¹. At A, D_I S = 1×10⁸ cm⁻¹, so the reduction is at most 0.6%. At B it is at most 1.2%.

In real silicon the perfect surface sink and the absence of permanent traps are the first assumptions to question. The loss to traps depends on the purity of the crystal, including its carbon content, and on how many interstitials each trap can hold. The surface length h depends on how the surface was prepared and on the annealing ambient, and the 0.01 µm used here is only a rough value. If h were as large as d, the far-field S would double to leading order, while its dependence on angle would remain. Q is also uncertain: it counts the interstitials left after recombination within the damage, for which one per implanted ion is only a rough estimate. If the anneal lasts until the excess has drained to the surface, the boron result depends on the product D_I C_I*, here 1×10³ cm⁻¹ s⁻¹, and not on the two factors separately. How long that takes depends on the effective diffusivity alone. Finally, the marker should be dilute enough to leave the silicon nearly intrinsic. With a rough gap of 0.85 eV and density-of-states masses of 1.1 and 1.0 electron masses, the intrinsic concentration at 1073 K is 1.8×10¹⁸ cm⁻³. A marker of 1×10¹⁷ cm⁻³ then raises the hole concentration by 2.8%. A heavily doped marker could change the diffusivities and bind interstitials in clusters, and the simple proportionality between boron spreading and S would no longer be assured.

All numerical values are calculated from the stated model.
